# Why Perfect Pairing Dissociates N2 Above Two Quartet Atoms

## The question

Perfect pairing describes the triple bond of N₂ by three two-electron singlets, one for each bond. When the molecule is pulled apart, each singlet places one electron on each atom, so the fragments are neutral. Yet the energy does not reach that of two nitrogen atoms in their quartet ground state. What is wrong with the atoms that perfect pairing produces, and how much energy does the fault cost?

## What the wavefunction becomes at large distance

Let \(a_i\) and \(b_i\), with \(i=1,2,3\), be real orthonormal orbitals on atoms A and B. Bond \(i\) has the bonding and antibonding orbitals

\[
g_i=\frac{a_i+b_i}{\sqrt2},\qquad u_i=\frac{a_i-b_i}{\sqrt2}.
\]

Perfect pairing gives each bond a combination of \(g_i^2\) and \(u_i^2\). Writing orbital symbols with a dagger for creation operators, and omitting the index, we have

\[
g^\dagger_\uparrow g^\dagger_\downarrow=\tfrac12\left(a^\dagger_\uparrow a^\dagger_\downarrow+a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow+b^\dagger_\uparrow b^\dagger_\downarrow\right),
\]
\[
u^\dagger_\uparrow u^\dagger_\downarrow=\tfrac12\left(a^\dagger_\uparrow a^\dagger_\downarrow-a^\dagger_\uparrow b^\dagger_\downarrow-b^\dagger_\uparrow a^\dagger_\downarrow+b^\dagger_\uparrow b^\dagger_\downarrow\right).
\]

Subtraction removes the ionic terms, in which both electrons sit on one atom. Since \(b^\dagger_\uparrow a^\dagger_\downarrow=-a^\dagger_\downarrow b^\dagger_\uparrow\), the normalized difference is

\[
\frac{g^\dagger_\uparrow g^\dagger_\downarrow-u^\dagger_\uparrow u^\dagger_\downarrow}{\sqrt2}
=\frac{a^\dagger_\uparrow b^\dagger_\downarrow-a^\dagger_\downarrow b^\dagger_\uparrow}{\sqrt2}.
\]

This is a covalent singlet. The dissociated perfect-pairing state \(|\Psi\rangle\) is the product of three of them, and each of the six orbitals holds one electron. The charges are right, so the fault must lie in the spins.

## The mechanism: a singlet partner leaves no local alignment

Because every orbital is singly occupied, the state can be treated as six spins. Reordering the creation operators so that those of A come first gives a sign common to all spin components, which has no effect.

Consider the spin on \(a_i\) alone. Its partner state is \((|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle)/\sqrt2\). Tracing over the spin on \(b_i\) leaves up and down with probability \(1/2\) each. There is no coherence between them, because they accompany orthogonal states of the partner. Thus \(\rho_{a_i}=I/2\). The three pairs form a product, so the spin density matrix of atom A is also a product:

\[
\rho_A=\frac I2\otimes\frac I2\otimes\frac I2=\frac{I}{8}.
\]

All eight spin states of the atom are equally likely. Of these, one has \(M=3/2\) and three have \(M=1/2\). The single \(M=3/2\) state belongs to a quartet, which uses one of the three \(M=1/2\) states; the other two start two doublets. The count is \(8=4+2+2\), and the weight of the quartet is

\[
w_{3/2}=\frac48=\frac12 .
\]

The other half is \(S=1/2\). Hund's rule asks the three spins on an atom to be parallel, but each spin is already in a pure singlet with a spin on the other atom. A pure pair state has no correlation with anything outside the pair, so

\[
\langle \mathbf s_{a_i}\!\cdot\mathbf s_{a_j}\rangle=0\quad(i\ne j),
\]

with spins in units of \(\hbar\).

The two atoms do not choose their local spins independently. On a singlet, \((\mathbf s_{a_i}+\mathbf s_{b_i})|\Psi\rangle=0\), so each component of \(\mathbf s_{a_i}\) may be replaced by minus that of \(\mathbf s_{b_i}\). A product of two spins from different pairs acquires two minus signs, hence

\[
\mathbf s_{a_i}\!\cdot\mathbf s_{a_j}|\Psi\rangle=\mathbf s_{b_i}\!\cdot\mathbf s_{b_j}|\Psi\rangle .
\]

Summing over pairs gives \(S_A^2|\Psi\rangle=S_B^2|\Psi\rangle\). The local spins are therefore equal: both atoms are quartets with weight \(1/2\), both are doublets with weight \(1/2\), and mixed cases are absent.

## From spin weights to exchange energy

At infinite separation the neutral atoms do not interact, and \(H=H_A+H_B\). Doubly occupied shells are kept fixed for now and absorbed into the one-electron part. For the three open-shell orbitals of one atom,

\[
H_A=\sum_{pq,\sigma}h_{pq}\,a^\dagger_{p\sigma}a_{q\sigma}
+\frac12\sum_{pqrs,\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\]

We need its expectation value when each orbital holds one electron. The one-electron part gives \(\sum_i h_{ii}\). In the two-electron part the electrons must be removed from different orbitals \(q\ne s\), and the same two orbitals must be refilled. There are two ways to do this.

- With \(p=q=i\) and \(r=s=j\), the integral is \(J_{ij}=(ii|jj)\). The sum gives \(\sum_{i<j}J_{ij}\), since the factor \(1/2\) cancels the double counting.
- With \(p=s=i\) and \(q=r=j\), the integral is \(K_{ij}=(ij|ij)\). Moving \(a_{i\tau}\) past \(a^\dagger_{j\tau}\) gives a minus sign:

\[
a^\dagger_{i\sigma}a^\dagger_{j\tau}a_{i\tau}a_{j\sigma}
=-a^\dagger_{i\sigma}a_{i\tau}\,a^\dagger_{j\tau}a_{j\sigma}.
\]

In the spin sum, the terms with \(\sigma=\tau\) are \(n_{i\uparrow}n_{j\uparrow}+n_{i\downarrow}n_{j\downarrow}\). Inserting \(n_{\uparrow,\downarrow}=\tfrac12\pm s^z\) for single occupation turns them into \(\tfrac12+2s_i^zs_j^z\). The terms with \(\sigma\neq\tau\) are \(s_i^+s_j^-+s_i^-s_j^+=2(s_i^xs_j^x+s_i^ys_j^y)\). Therefore

\[
E_A=E_0-\sum_{i<j}K_{ij}\left(\tfrac12+2\langle\mathbf s_i\!\cdot\mathbf s_j\rangle\right),
\qquad E_0=\sum_i h_{ii}+\sum_{i<j}J_{ij}.
\]

For a quartet, \(S^2=15/4=9/4+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j\). The three products add up to \(3/4\), and by symmetry each is \(1/4\). Perfect pairing gives zero for each. Thus

\[
E_A^{\text{quartet}}=E_0-\sum_{i<j}K_{ij},\qquad
E_A^{\text{PP}}=E_0-\tfrac12\sum_{i<j}K_{ij},
\]

and the penalty, relative to a quartet atom built from the same orbitals, is

\[
\Delta_A=\frac12\sum_{i<j}K_{ij}.
\]

If the three exchange integrals are equal, \(\Delta_A=3K/2\) per atom and \(\Delta=3K\) for the molecule. Perfect pairing obtains half of the exchange stabilization of the quartet.

The atomic terms give the same answer. In a doublet \(\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=(3/4-9/4)/2=-3/4\), so for equal \(K\) the energy is \(E_0-K(3/2-3/2)=E_0\), which is \(3K\) above the quartet. For a p shell these doublets belong to the ²D term. With \(p_x\), \(p_y\) and \(p_z\) each occupied once, the state is odd under reflection of each axis. A component of the ²P term of p³ behaves like \(x\), \(y\) or \(z\) and is odd under one such reflection alone, so ²P cannot contribute. An atom that is half ⁴S and half ²D lies \(\tfrac12\cdot3K\) above ⁴S.

## What the correct state does differently

The molecule remains a total singlet while it dissociates, and this is compatible with two quartet atoms. In that state

\[
\langle\mathbf S_A\!\cdot\mathbf S_B\rangle=\tfrac12\left(0-\tfrac{15}4-\tfrac{15}4\right)=-\tfrac{15}4 .
\]

Each quartet is symmetric in its three spins, so the nine interatomic products are equal, each being \(-5/12\). Perfect pairing puts \(-3/4\) on each of the three partner products and zero on the other six. The correct state spreads its antiparallel correlation over all nine and so keeps \(+1/4\) between spins on the same atom.

The two states are not orthogonal. The quartet–quartet part of \(|\Psi\rangle\) has weight \(1/2\) and is a total singlet, because projecting on local spins does not change the total spin. Two quartets can form one singlet, so this part is the correct state, and its squared overlap with perfect pairing is \(1/2\).

The missing half can be named by seniority, the number of singly occupied spatial orbitals. It depends on the orbital set; here the set is \(g_i,u_i\). The covalent singlet pair, with one electron on each atom, is built from \(g_i^2\) and \(u_i^2\) and has seniority zero. A triplet pair has one electron in each of \(g_i\) and \(u_i\), as \(g^\dagger_\uparrow u^\dagger_\uparrow=-a^\dagger_\uparrow b^\dagger_\uparrow\) shows for one component, and has seniority two.

Let \(P_s\) be the probability that a given bond is a singlet in the correct state. Then

\[
-\tfrac34P_s+\tfrac14(1-P_s)=-\tfrac5{12}\quad\Rightarrow\quad P_s=\tfrac23 .
\]

All three bonds are singlets with weight \(1/2\), the overlap just found. Exactly two singlets cannot occur, since the remaining triplet would give total spin one. Each bond is therefore the lone singlet with weight \(2/3-1/2=1/6\). These three cases add up to \(1/2\), which leaves nothing for three triplets. The correct state is half seniority zero and half seniority four. The part that perfect pairing lacks has two bonds in triplets, coupled to each other to give zero total spin. A wavefunction that includes these couplings, such as a complete active space of six electrons in the six orbitals, can reach two quartets.

## Can better orbitals remove the penalty?

A real rotation of the p orbitals among themselves on either atom does not help. The spin density matrix is still \(I/8\), and in a spherical p shell the exchange integrals of the rotated orbitals are the same.

Radial relaxation of the open orbitals and relaxation of the closed shells can change the size of the penalty. For any orthonormal orbital set \(\phi\) in which every \(a_i\) lies wholly on A, every \(b_i\) wholly on B, and each closed shell on one atom,

\[
E_{\text{PP}}[\phi]=E_{\text{quartets}}[\phi]+\frac12\sum_{X=A,B}\;\sum_{i<j}K^X_{ij}[\phi].
\]

Each exchange integral is the Coulomb self-repulsion of the density \(\rho_{ij}=\phi_i\phi_j\). With \(\tilde\rho_{ij}\) its Fourier transform, in atomic units,

\[
K_{ij}=\frac1{2\pi^2}\int d^3k\,\frac{|\tilde\rho_{ij}(\mathbf k)|^2}{k^2}>0 .
\]

At the orbitals that minimize \(E_{\text{PP}}\), the first term is no lower than the optimized energy of two quartets, and the second is positive. Among such orbital sets the gap survives. The common-orbital penalty evaluated with the optimized quartet orbitals is an upper bound to the relaxed one, because those orbitals are one allowed choice for perfect pairing.

## When a single bond escapes

For \(n\) broken pairs the same argument gives \(2^n\) equally likely spin states on each fragment, of which \(n+1\) have the maximum spin \(S=n/2\). There are \(n(n-1)/2\) exchange integrals per fragment, and half of each is lost. With equal \(K\) on two fragments,

\[
w_{\max}=\frac{n+1}{2^n},\qquad \Delta_n=\frac{n(n-1)}2K .
\]

If neither fragment carries another unpaired electron, one pair leaves a single open-shell electron on each fragment, with no local neighbour to align with, and there is no penalty. A single bond does not escape when a fragment already holds an unpaired spectator electron, as in OH → O(³P) + H. The spin from the broken pair still has \(\rho=I/2\), its product with the spectator spin averages to zero instead of \(1/4\), and the energy formula above gives a loss of \(K/2\), where \(K\) is the exchange integral between the two orbitals. Two pairs have \(w_{\max}=3/4\) and \(\Delta_2=K\); three have \(w_{\max}=1/2\) and \(\Delta_3=3K\). The fault appears whenever two or more broken pairs leave their electrons on the same fragment and that fragment prefers high spin. The argument for one fragment never used where the partner electrons sit, so it also applies to an atom that loses bonds to different neighbours; the formula for \(\Delta_n\) above counts the case in which both fragments receive \(n\) electrons.

## The number for a model p shell

Take a p shell on each atom with the chosen Slater integrals \(F^0=16\) eV and \(F^2=8\) eV, and set the one-electron energy to zero. These are round model parameters, not computed data for nitrogen.

The angular part of a p orbital is \(\sqrt{3/4\pi}\,n_i\), where \(\mathbf n\) is the unit direction vector. The repulsion expands as \(1/r_{12}=\sum_k (r_<^k/r_>^{k+1})\,P_k(\mathbf n\cdot\mathbf n')\), and \(F^k\) is the integral of \(r_<^k/r_>^{k+1}\) over the normalized radial densities of the two electrons. A product of two p orbitals contains only monopole and quadrupole parts, so the angular integrals see the kernel \(F^0+F^2P_2(\mathbf n\cdot\mathbf n')\). The product \(n_xn_y\) is a pure quadrupole, and for any pure quadrupole \(f\) the addition theorem of spherical harmonics gives \(\int P_2(\mathbf n\cdot\mathbf n')f(\mathbf n')\,d\Omega'=\tfrac{4\pi}{5}f(\mathbf n)\). With \(\int n_x^2n_y^2\,d\Omega=4\pi/15\),

\[
K=F^2\left(\frac3{4\pi}\right)^2\frac{4\pi}5\,\frac{4\pi}{15}=\frac{3F^2}{25}=0.96\ \text{eV}.
\]

For \(J\), the monopole parts of \(n_x^2\) and \(n_y^2\) give \(F^0\). Their quadrupole parts overlap as \(\int(n_x^2-\tfrac13)(n_y^2-\tfrac13)\,d\Omega=\tfrac{4\pi}{15}-\tfrac{4\pi}9=-\tfrac{8\pi}{45}\), so

\[
J=F^0-F^2\left(\frac3{4\pi}\right)^2\frac{4\pi}5\,\frac{8\pi}{45}=F^0-\frac{2F^2}{25}=15.36\ \text{eV}.
\]

The energies follow:

- ⁴S atom: \(3J-3K=46.08-2.88=43.20\) eV.
- ²D atom: \(3J=46.08\) eV.
- Two quartet atoms: \(2\times43.20=86.40\) eV.
- Perfect pairing: \(2(3J-\tfrac32K)=2(46.08-1.44)=89.28\) eV.

The penalty is

\[
\Delta=89.28-86.40=2.88\ \text{eV}=3K,
\]

or 1.44 eV per atom. The molecular value corresponds to 278 kJ/mol. The large repulsion \(F^0\) cancels, because every component of both states has exactly three p electrons on each atom and so carries \(3F^0\) per atom. Neutrality on average would not be enough: the product \(g_1^2g_2^2g_3^2\) contains ionic components, and its energy relative to two quartets grows with \(F^0\).

The numerical check builds these states with explicit fermion operators. Diagonalization in the full p-shell space gives 86.40 eV, so the space contains the correct limit and perfect pairing misses it. The lowest energy of the full seniority-zero configuration interaction in the \(g_i,u_i\) orbitals is 89.28 eV, the same as perfect pairing. That space includes every choice of the \(g_i^2\) and \(u_i^2\) amplitudes, so in this model and orbital set adjusting them cannot lower the energy. What has to change is the spin coupling between the bonds.

## Values computed for the example and the checks

```
Chosen Slater integral F0: 16.00 eV
Chosen Slater integral F2: 8.00 eV
Coulomb integral J between different p orbitals: 15.3600 eV
Exchange integral K: 0.9600 eV
Atomic quartet S energy: 43.2000 eV
Atomic doublet D energy: 46.0800 eV
Atomic doublet P energy: 48.0000 eV
Doublet D minus quartet S: 2.8800 eV
PP weight of S=3/2 on atom A: 0.500000 (no unit)
PP weight, both atoms quartet: 0.500000 (no unit)
PP weight, both atoms doublet: 0.500000 (no unit)
Energy of two quartet atoms: 86.4000 eV
Lowest energy in full p-shell space: 86.4000 eV
PP energy at infinite separation: 89.2800 eV
PP energy with rotated p orbitals: 89.2800 eV
Penalty per atom: 1.4400 eV
Penalty for the molecule: 2.8800 eV
Penalty for the molecule: 277.9 kJ/mol
Penalty for the molecule divided by K: 3.0000 (no unit)
Squared overlap, PP and correct singlet: 0.500000
PP, spin dot product within atom: 0.000000 hbar^2
PP, spin dot product of partners: -0.750000 hbar^2
PP, other interatomic pairs: 0.000000 hbar^2
correct singlet, spin dot product within atom: 0.250000 hbar^2
correct singlet, spin dot product of partners: -0.416667 hbar^2
correct singlet, other interatomic pairs: -0.416667 hbar^2
Seniority 0 weight: PP 1.000000, correct 0.500000
Seniority 2 weight: PP 0.000000, correct 0.000000
Seniority 4 weight: PP 0.000000, correct 0.500000
Seniority 6 weight: PP 0.000000, correct 0.000000
Lowest seniority-zero CI energy: 89.2800 eV
1 pair(s): top-spin weight 1.0000, penalty 0.0000 eV
2 pair(s): top-spin weight 0.7500, penalty 0.9600 eV
3 pair(s): top-spin weight 0.5000, penalty 2.8800 eV
```
